Mean-field second-layer nucleation on a circular island with absorbing edges, part 1

(Sections cited here and not found follow in the second part.)

## 1. The adatom density and the nucleation rate

A calculation of film growth that follows island edges, rather than every atom, has to decide when to place a new island on top of an existing one. If it does so too early, the film builds mounds; if too late, it fills layer after layer with an artificial smoothness. The decision needs a rate: the number of nuclei formed per unit time on an island of given size. For a circular island whose edge absorbs adatoms, a mean-field closure gives this rate as a constant times the sixth power of the radius. A radius 10 % too large then raises the rate by 77 %, and the constant depends on conventions that must match those of the calculation.

### Model and conventions

The island is a flat disc of radius R. Atoms land on it at random with flux F, the number per area and time. A landed atom, called an adatom, diffuses with coefficient D, an area per time. No adatom evaporates. An adatom that reaches the edge steps down at once and does not return. Two adatoms that meet form a nucleus that does not break up; this is irreversible nucleation.

On a square lattice of spacing a, let h be the hop rate in each of the four directions. The mean square displacement grows as 4ha² per unit time, and in two dimensions it equals 4D per unit time. Hence

D = ha².  (1)

If a calculation stores the total hop rate 4h instead, D is that total times a²/4.

Let n(r) be the mean number of adatoms per area at distance r from the centre. The closure states that the number of nucleation events per area and time is

w(r) = s D n(r)².  (2)

The capture number s has no dimension and is taken here as constant. Equation (2) counts events. Each event removes two adatoms, so the loss of adatoms per area and time is 2sDn². If s is defined through the loss instead, the rate derived below must be halved.

### The density on top of the island

Diffusion is taken to be fast compared with the growth of the island, so that n is steady at each value of R. The loss of adatoms to nucleation is also neglected at first. Both assumptions are given numbers below. The balance between diffusion and landing is then

D (1/r) d/dr (r dn/dr) + F = 0.  (3)

Multiply by r and integrate once:

D r dn/dr = −F r²/2 + C₁.  (4)

The number of adatoms crossing a circle of radius r outward per unit time is −2πr D dn/dr. As r goes to zero this must vanish, because there is no point source or sink at the centre. Equation (4) then gives C₁ = 0. Divide by Dr and integrate again:

n(r) = −F r²/(4D) + C₂.  (5)

An absorbing edge means n(R) = 0, so C₂ = FR²/(4D), and

n(r) = F(R² − r²)/(4D).  (6)

The density is a parabola with its maximum at the centre. Its slope at the edge is −FR/(2D), so the total outward flow is 2πR D · FR/(2D) = πR²F. This is the number of atoms landing on the island per unit time, as conservation requires.

### How many adatoms are present

The mean number of adatoms on the island is the integral of equation (6) over the disc. Use the variable v = R² − r². Then dv = −2r dr, so the area element 2πr dr equals −π dv, and v runs from R² at the centre to 0 at the edge. Reversing the limits removes the minus sign:

N = (πF/(4D)) ∫₀^{R²} v dv = πFR⁴/(8D).  (7)

Atoms land at the rate πR²F, and in the steady state N is that rate times the mean time an adatom spends on the island. The mean residence time is therefore

τ = N/(πR²F) = R²/(8D).  (8)

On small islands N is often far below one. The island is then bare most of the time, and n is a probability per area rather than a density that could be seen in one snapshot. It may seem that squaring such a quantity is meaningless. For adatoms that ignore each other it is not, as the following argument shows.

Let g(x,y) be the mean density of ordered pairs, with one adatom at point x and another at y. A pair arises when an atom lands at x while another is at y, which happens at the rate F n(y), or when the roles are exchanged. Landing is random, so the rate F does not depend on whether another adatom is present. Both members diffuse, and the pair ends when either reaches the edge. In the steady state

D(∇ₓ² + ∇ᵧ²) g(x,y) + F n(y) + F n(x) = 0,  (9)

with g = 0 when x or y lies on the edge. Try g = n(x)n(y). Since D∇²n = −F by equation (3), the first term of (9) becomes −F n(y) − F n(x), which cancels the two source terms. The product also vanishes at the edge. The difference between two solutions of (9) would obey Laplace's equation in the four pair coordinates with zero boundary values, and so would vanish. Hence

g(x,y) = n(x) n(y)  (adatoms without mutual capture).  (10)

The square in equation (2) therefore does not need a crowded island. What equation (10) leaves out is the capture itself, which removes pairs whose members are close together. In the mean-field closure this effect is absorbed into s. Section 2 asks how well a constant can do that.

### The rate

The rate of nucleation on the whole island, Ω, is the integral of equation (2) over the disc. Insert equation (6) and use the variable v again:

Ω = sD (F²/(16D²)) π ∫₀^{R²} v² dv.  (11)

The integral is R⁶/3. One factor D cancels, and 16 · 3 = 48, so

**Ω = π s F² R⁶/(48D).**  (12)

Each factor has a plain origin. Two atoms must land, which gives F². Each contributes a density proportional to 1/D, while their meeting rate is proportional to D, which leaves 1/D in all. The density grows as R², its square as R⁴, and the area supplies another R².

The same integral, stopped at radius r, tells where the nuclei form. The inner disc corresponds to v between R² − r² and R², so the fraction of events inside r is

[R⁶ − (R² − r²)³]/R⁶ = 1 − (1 − r²/R²)³.  (13)

For r = R/2 this is 1 − (3/4)³ = 0.578. The inner quarter of the area receives 58 % of the nuclei.

Equation (12) can also be read as a chain of chances. Every meeting has a later arrival, an atom that landed while the other was already present. The rate of landings with another adatom present cannot exceed the landing rate times the mean number N, because the probability of finding at least one adatom is no larger than the mean number, and capture can only lower that number. The true nucleation rate is therefore bounded by

Ω_max = πR²F · N = π²F²R⁶/(8D).  (14)

Dividing (12) by (14) gives

Ω/Ω_max = s/(6π).  (15)

When N is small, this ratio is the model's probability that an atom landing in company meets its companion before either leaves. For s = 3 it is 0.16. A capture number above 6π would violate the bound.

### An example in laboratory units

Take rough values in the regime of iron growing on the Fe(100) surface at 400 K: lattice spacing a = 0.287 nm, hopping barrier 0.45 eV, attempt rate 10¹² s⁻¹, and a flux of 0.01 monolayer per second. One monolayer is one atom per area a². Let R = 8 nm, and choose s = 3 as a round value.

The thermal energy is kT = 0.03447 eV. An activated hop then has the rate

h = 10¹² s⁻¹ · exp(−0.45/0.03447) = 2.14 × 10⁶ s⁻¹.  (16)

Equation (1) gives D = 2.14 × 10⁶ · 0.287² = 1.76 × 10⁵ nm²/s. The flux is F = 0.01/0.287² = 0.121 nm⁻² s⁻¹. The density at the centre is FR²/(4D) = 1.10 × 10⁻⁵ nm⁻², and equation (7) gives N = 1.11 × 10⁻³. An adatom is thus present for about one thousandth of the time. Equation (12) gives

Ω = π · 3 · 0.1214² · 8⁶/(48 · 1.762 × 10⁵) s⁻¹ = 4.3 × 10⁻³ s⁻¹,  (17)

or about 0.26 events per minute. If R were held at 8 nm, the mean waiting time would be 232 s.

The chain of chances gives the same number. About 24.4 atoms land per second, a fraction 1.11 × 10⁻³ of them find another adatom, and a fraction 0.159 of those meet it. The product is 4.3 × 10⁻³ per second.

### Nucleation while the island grows

A real island does not wait at fixed R. Suppose it collects every atom that lands in a circular cell of radius L around it, including those that land on top and step down. Each atom adds an area a² to the island, so

d(πR²)/dt = F a² · πL².  (18)

Starting from negligible size at t = 0,

R² = F a² L² t.  (19)

By equation (12), Ω is proportional to R⁶ and hence to t³. The expected number of events up to time t is the integral of Ω. Since the integral of t³ is t⁴/4,

E = ∫₀ᵗ Ω dt′ = Ω(t) t/4.  (20)

Let S be the probability that no event has occurred. In a short time dt it falls by Ω S dt, so dS/dt = −ΩS and S = exp(−E). The probability of at least one event is

P = 1 − exp(−E).  (21)

With L = 9 nm, the growth time to R = 8 nm is 8²/(0.01 · 9²) = 79 s. Then E = 4.306 × 10⁻³ · 79.0/4 = 0.085 and P = 0.082. The factor 1/4 matters: a calculation that applied the final rate to the whole growth time would expect four times as many nuclei.

Substituting (12) and (19) in (20) shows how steeply the expected number rises:

E = π s F R⁸/(192 D a² L²).  (22)

If the island grew on to R = L, where it fills its cell in this picture, E would be 0.085 · (9/8)⁸ = 0.22 and P would be 0.20. In the ideal model, about one island in five would then carry a second-layer nucleus before the first layer closes. Round islands with this area per island would touch earlier, at R = 8.0 nm on a square array and 8.6 nm on a hexagonal one, so the example already lies at the limit of an isolated disc. A higher share means that new layers start before old ones finish, which is how mounds begin. Whether the mounds persist also depends on the flow of atoms between layers, which this rate does not describe.

### Two assumptions with numbers

The steady density requires diffusion to outrun growth. A small departure from equation (6) obeys the diffusion equation without a source. Its slowest circular mode is J₀(qr/R), where J₀ is the Bessel function and q = 2.405 is its first zero. This mode decays as exp(−Dq²t/R²), so the slowest relaxation time is

R²/(q²D) = 64/(2.405² · 1.762 × 10⁵) s = 6.3 × 10⁻⁵ s.  (23)

This is about a millionth of the 79 s of growth.

The neglect of nucleation losses requires 2sDn² to be small compared with F. The ratio is largest at the centre, where equation (6) gives

ε = 2sD[FR²/(4D)]²/F = sFR⁴/(8D).  (24)

In the example ε = 1.1 × 10⁻³. Solving the radial balance with the sink 2sDn² included, by finite volumes and repeated substitution, lowers Ω by 0.11 %. Since ε grows as R⁴, it would reach one at R = 44 nm with the same flux, diffusion coefficient and s. Well before that size equation (12) noticeably overestimates the rate. Nucleation then lowers the adatom density most near the centre, where most nuclei form, and the rate depends on the square of that density.

## 2. What the constant capture number and the ideal edge leave out

The first half considered a disc of radius R with flux F, diffusion coefficient D = ha², lattice spacing a and hop rate h in each direction. The adatom density is n = F(R² − r²)/(4D), the mean adatom number is N = πFR⁴/(8D), and events occur at the density sDn². The result is Ω = πsF²R⁶/(48D). For R = 8 nm, with D = 1.76 × 10⁵ nm²/s, F = 0.121 nm⁻² s⁻¹ and s = 3, it gives Ω = 4.3 × 10⁻³ s⁻¹. During growth in a cell of radius L = 9 nm, the expected number of events up to this size is E = 0.085. The corrections below are each computed with all other settings held fixed.

### Why s depends on the island size

Equation (10) describes pairs that do not capture each other. With capture, the pair density g must vanish at contact. To see the consequence, replace x and y by the separation ρ = x − y and the midpoint c = (x + y)/2. The chain rule gives

∇ₓ = ∇_ρ + ½∇_c,  ∇ᵧ = −∇_ρ + ½∇_c.  (25)

On squaring and adding, the mixed terms cancel:

D(∇ₓ² + ∇ᵧ²) = 2D∇_ρ² + (D/2)∇_c².  (26)

The separation therefore diffuses with coefficient 2D. Close to contact, g changes much faster with ρ than with c, and the landing terms are small beside the separate derivatives. To leading order ∇_ρ²g = 0. The circularly symmetric solution that vanishes at a capture distance b, of the order of a, is

g = A ln(ρ/b).  (27)

At separations comparable with R, capture is no longer felt strongly and g must approach n². This fixes A = n²/ln(R/b), up to a constant added to the logarithm that this argument does not determine. Near the edge, the distance to the edge takes the place of R, but little nucleation happens there.

The flow of ordered pairs into contact, per area of the midpoint, is the circumference times the relative diffusion coefficient times the slope:

2πb · 2D · A/b = 4πD n²/ln(R/b).  (28)

An ordered description lists each physical pair twice, so the event density is half of this. Comparison with equation (2) gives, for R much larger than a and to leading logarithm,

s ≈ 2π/ln(R/a).  (29)

Replacing b by a changes only the undetermined constant in the logarithm. In two dimensions a walker disturbs its surroundings out to the size of the system, and this is why no fixed s can serve all radii. The change is slow, however, and a constant s remains usable over a limited range of sizes.

For a round island with an absorbing edge, the mean-field closure gives a nucleation rate proportional to F²R⁶/D, but its capture number s is not truly constant and falls slowly as the island grows. It remains to find the constant that the logarithm in equation (29) leaves open, and to estimate the effects of an edge that resists, nuclei that break up and islands that are not round.
